# Coherent One-Phonon Neutron Scattering and the Eigenvector Phase Convention

A neutron that creates a phonon in a crystal loses the phonon's energy and transfers its crystal momentum. The positions of the resulting peaks give the phonon frequencies. Their intensities depend on how the waves scattered by the different atoms of a unit cell interfere, and hence on the relative phases of the atomic displacements. A lattice-dynamics calculation supplies these phases in the eigenvectors, but their values depend on how the phonon wave was written. The intensity formula must use a matching exponential.

One might write the amplitude in the abbreviated form $\sum_d b_d e^{-W_d}(\mathbf Q\cdot\mathbf e_d)e^{i\mathbf Q\cdot\mathbf d}/\sqrt{M_d}$. The derivation below shows for which process and which eigenvector this expression holds, and what replaces it otherwise.

## From the golden rule to a correlation function

Hartree atomic units are used, with $\hbar=1$; $T$ denotes $k_BT$. A neutron of mass $m$ goes from wavevector $\mathbf k$ and energy $E$ to $\mathbf k'$ and $E'$. Define

$$\mathbf Q=\mathbf k-\mathbf k',\qquad \omega=E-E', \tag{1}$$

so that $\omega>0$ means energy given to the crystal. The scattering is treated in the Born approximation, with nuclei at $\mathbf r_j$ represented by the Fermi pseudopotential $V(\mathbf r)=(2\pi/m)\sum_j b_j\,\delta(\mathbf r-\mathbf r_j)$. The scattering lengths $b_j$ are taken real, and magnetic scattering is absent.

With neutron plane waves normalized in a box of volume $L^3$, and crystal states $\lambda,\lambda'$, the matrix element is

$$\langle\mathbf k'\lambda'|V|\mathbf k\lambda\rangle=\frac{2\pi}{mL^3}\langle\lambda'|\sum_j b_je^{i\mathbf Q\cdot\mathbf r_j}|\lambda\rangle .$$

The number of final neutron states in $d\Omega\,dE'$ is $L^3mk'\,d\Omega\,dE'/(2\pi)^3$, because $k'^2dk'=mk'\,dE'$. The incident flux is $k/(mL^3)$. The golden-rule rate divided by the flux has the prefactor

$$2\pi\left(\frac{2\pi}{mL^3}\right)^2\frac{L^3mk'}{(2\pi)^3}\,\frac{mL^3}{k}=\frac{k'}{k}.$$

With $p_\lambda$ the thermal probability of $\lambda$,

$$\frac{d^2\sigma}{d\Omega dE'}=\frac{k'}{k}\sum_{\lambda\lambda'}p_\lambda\Big|\langle\lambda'|\sum_jb_je^{i\mathbf Q\cdot\mathbf r_j}|\lambda\rangle\Big|^2\delta(E_{\lambda'}-E_\lambda-\omega). \tag{2}$$

The value of $b_j$ depends on the isotope and on the nuclear spin state. Suppose that these are random, independent from site to site, and uncorrelated with the motion; each site is given one average mass. For an unpolarized beam, $\overline{b_ib_j}=\bar b_i\bar b_j+\delta_{ij}\,\mathrm{var}(b_j)$. With $x_j=\langle\lambda'|e^{i\mathbf Q\cdot\mathbf r_j}|\lambda\rangle$, this gives

$$\overline{\Big|\sum_jb_jx_j\Big|^2}=\Big|\sum_j\bar b_jx_j\Big|^2+\sum_j\mathrm{var}(b_j)|x_j|^2 . \tag{3}$$

The first term is the coherent part. It alone is kept, and $b_j$ now means $\bar b_j$.

Write the delta function in (2) as $\int dt\,e^{i(E_{\lambda'}-E_\lambda-\omega)t}/2\pi$. The energy phases turn one operator into a Heisenberg operator, $\mathbf r_j(t)=e^{iHt}\mathbf r_je^{-iHt}$, and the sum over $\lambda'$ is a completeness sum:

$$\frac{d^2\sigma}{d\Omega dE'}=\frac{k'}{k}\sum_{ij}b_ib_j\int\frac{dt}{2\pi}e^{-i\omega t}\big\langle e^{-i\mathbf Q\cdot\mathbf r_i(0)}e^{i\mathbf Q\cdot\mathbf r_j(t)}\big\rangle. \tag{4}$$

## Phonon waves in the cell convention

Let the crystal be harmonic, with $N$ cells at lattice vectors $\mathbf R$ under periodic boundary conditions. Atom $d$ has mass $M_d$ and equilibrium position $\mathbf R+\mathbf d$. Write its displacement as

$$\mathbf u_{\mathbf Rd}(t)=\sum_{\mathbf qs}\frac{1}{\sqrt{2NM_d\omega_{\mathbf qs}}}\left[\mathbf e_d(\mathbf qs)e^{i\mathbf q\cdot\mathbf R}a_{\mathbf qs}e^{-i\omega_{\mathbf qs}t}+\text{h.c.}\right]. \tag{5}$$

This is the cell convention: the plane wave is evaluated at the lattice vector, not at the atom. The vectors $\mathbf e_d$ are eigenvectors of the mass-weighted dynamical matrix, normalized by $\sum_d|\mathbf e_d|^2=1$.

The prefactor is fixed by the commutator. With $\mathbf p=M\dot{\mathbf u}$, (5) gives

$$[u_{\mathbf Rd\alpha},p_{\mathbf R'd'\beta}]=\frac{i}{2N}\sqrt{\frac{M_{d'}}{M_d}}\sum_{\mathbf qs}\left[e_{d\alpha}e^*_{d'\beta}e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}+\text{c.c.}\right],$$

which completeness of the waves reduces to $i\,\delta_{\mathbf R\mathbf R'}\delta_{dd'}\delta_{\alpha\beta}$. The three uniform translations have $\omega=0$ and are not oscillators. They are needed for completeness, but are held fixed and omitted from the phonon sums below.

## The thermal average

Let $\mathcal L=xa+ya^\dagger$ for one oscillator, with density operator $\rho\propto e^{-\omega a^\dagger a/T}$ and $n=1/(e^{\omega/T}-1)$. Define $g(s)=\langle e^{s\mathcal L}\rangle$. Since $a\rho=e^{-\omega/T}\rho a$, cyclicity of the trace gives $\langle e^{s\mathcal L}a\rangle=e^{-\omega/T}\langle ae^{s\mathcal L}\rangle$. Also $[a,e^{s\mathcal L}]=sy\,e^{s\mathcal L}$. Taking the average of this commutator,

$$\langle ae^{s\mathcal L}\rangle(1-e^{-\omega/T})=sy\,g\quad\Rightarrow\quad\langle ae^{s\mathcal L}\rangle=sy(n+1)g .$$

The same steps with $a^\dagger\rho=e^{\omega/T}\rho a^\dagger$ and $[a^\dagger,e^{s\mathcal L}]=-sx\,e^{s\mathcal L}$ give $\langle a^\dagger e^{s\mathcal L}\rangle=sxn\,g$. Therefore $g'=\langle\mathcal Le^{s\mathcal L}\rangle=sxy(2n+1)g=s\langle\mathcal L^2\rangle g$, and

$$\langle e^{\mathcal L}\rangle=e^{\langle\mathcal L^2\rangle/2}. \tag{6}$$

Independent modes multiply, so (6) also holds for a linear combination over all modes.

For two such combinations $A$ and $B$, the commutator $[A,B]$ is a number. The product $f(s)=e^{sA}e^{sB}$ obeys $f'=(A+B+s[A,B])f$, because $e^{sA}Be^{-sA}=B+s[A,B]$. Integration gives $e^Ae^B=e^{A+B}e^{[A,B]/2}$, and (6) yields

$$\langle e^Ae^B\rangle=\exp\left(\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle\right). \tag{7}$$

Here $\tfrac12(AB+BA)$ from the square and $\tfrac12(AB-BA)$ from the commutator have added to $AB$.

Set $A=-i\mathbf Q\cdot\mathbf u_i(0)$ and $B=i\mathbf Q\cdot\mathbf u_j(t)$. With $\mathbf r^0_j$ the equilibrium positions, (7) gives

$$\langle e^{-i\mathbf Q\cdot\mathbf r_i(0)}e^{i\mathbf Q\cdot\mathbf r_j(t)}\rangle=e^{-i\mathbf Q\cdot(\mathbf r_i^0-\mathbf r_j^0)}e^{-W_i-W_j}e^{C_{ij}(t)}, \tag{8}$$

where $W_i=\tfrac12\langle(\mathbf Q\cdot\mathbf u_i)^2\rangle$ and $C_{ij}(t)=\langle\mathbf Q\cdot\mathbf u_i(0)\,\mathbf Q\cdot\mathbf u_j(t)\rangle$. From (5), with $\langle aa^\dagger\rangle=n+1$ and $\langle a^\dagger a\rangle=n$,

$$\begin{aligned}C_{\mathbf Rd,\mathbf R'd'}(t)=\sum_{\mathbf qs}\frac{1}{2N\omega_{\mathbf qs}\sqrt{M_dM_{d'}}}\Big[&(n+1)(\mathbf Q\cdot\mathbf e_d)(\mathbf Q\cdot\mathbf e^*_{d'})e^{i\mathbf q\cdot(\mathbf R-\mathbf R')+i\omega_{\mathbf qs}t}\\&+n(\mathbf Q\cdot\mathbf e^*_d)(\mathbf Q\cdot\mathbf e_{d'})e^{-i\mathbf q\cdot(\mathbf R-\mathbf R')-i\omega_{\mathbf qs}t}\Big].\end{aligned} \tag{9}$$

Setting both atoms equal and $t=0$, and using $2n+1=\coth(\omega/2T)$,

$$W_d=\sum_{\mathbf qs}\frac{|\mathbf Q\cdot\mathbf e_d(\mathbf qs)|^2}{4NM_d\omega_{\mathbf qs}}\coth\frac{\omega_{\mathbf qs}}{2T}. \tag{10}$$

Expand $e^C=1+C+C^2/2+\dots$. The constant gives Bragg scattering, the linear term defines one-phonon scattering, and higher powers are multiphonon terms. By the Cauchy–Schwarz inequality $|C_{ij}|\le2\sqrt{W_iW_j}$, so the expansion converges quickly when the $W_d$ are small. By (10), $W_d$ grows as $Q^2$ and increases with temperature, so the expansion becomes less useful at large $Q$ and at high temperature.

## The one-phonon cross-section

Insert the first term of (9) into (4) and (8). The cell sums are

$$\sum_{\mathbf R\mathbf R'}e^{-i(\mathbf Q-\mathbf q)\cdot(\mathbf R-\mathbf R')}=\Big|\sum_{\mathbf R}e^{i(\mathbf Q-\mathbf q)\cdot\mathbf R}\Big|^2=N^2$$

if $\mathbf Q-\mathbf q$ is a reciprocal lattice vector $\mathbf G$, and zero otherwise, for $\mathbf Q$ on the wavevector mesh of the periodic crystal. The time integral is $\int dt\,e^{-i(\omega-\omega_{\mathbf qs})t}/2\pi=\delta(\omega-\omega_{\mathbf qs})$: this term describes phonon creation. The sums over $d$ and $d'$ are complex conjugates of each other and form a squared modulus. Since $N^2/(2N\omega_{\mathbf qs})=N/(2\omega_{\mathbf qs})$,

$$\left(\frac{d^2\sigma}{d\Omega dE'}\right)_{+}=N\frac{k'}{k}\sum_s\frac{n_s+1}{2\omega_s}|F_s^{+}|^2\,\delta(\omega-\omega_s), \tag{11}$$

$$F_s^{+}=\sum_d\frac{b_de^{-W_d}}{\sqrt{M_d}}\,\big(\mathbf Q\cdot\mathbf e_d^*(\mathbf qs)\big)\,e^{i\mathbf Q\cdot\mathbf d},\qquad\mathbf q=\mathbf Q-\mathbf G. \tag{12}$$

The second term of (9) has the opposite signs of $\mathbf q$ and $\omega_{\mathbf qs}$ and the conjugated vectors. It describes annihilation:

$$\left(\frac{d^2\sigma}{d\Omega dE'}\right)_{-}=N\frac{k'}{k}\sum_s\frac{n_s}{2\omega_s}|F_s^{-}|^2\,\delta(\omega+\omega_s), \tag{13}$$

$$F_s^{-}=\sum_d\frac{b_de^{-W_d}}{\sqrt{M_d}}\,\big(\mathbf Q\cdot\mathbf e_d(\mathbf qs)\big)\,e^{i\mathbf Q\cdot\mathbf d},\qquad\mathbf q=\mathbf G-\mathbf Q. \tag{14}$$

The abbreviated amplitude quoted at the start is thus (14). For creation, the vector must be conjugated. Equivalently, it may be taken at $-\mathbf q$: the force constants are real, so the dynamical matrix at $-\mathbf q$ is the conjugate of that at $\mathbf q$, and one may choose $\mathbf e_d(-\mathbf q)=\mathbf e_d^*(\mathbf q)$. It follows that $|F_s^+|^2=|F_s^-|^2$ at the same $\mathbf Q$.

An overall phase of an eigenvector cancels in the squared modulus. Within a degenerate set, the sum of $|F_s|^2$ is unchanged by a unitary change of basis.

Apart from $k'/k$, the annihilation-to-creation ratio is $n/(n+1)=e^{-\omega_s/T}$, so annihilation vanishes as $T\to0$. For $T\gg\omega_s$ the thermal factor in (11) tends to $T/(2\omega_s^2)$, which favours low-frequency modes.

The coefficient of the delta function is the energy-integrated intensity at fixed $\mathbf Q$. At a fixed scattering angle, $\mathbf Q$ changes with $E'$. For creation, the argument of the delta function is then $E-E'-\omega_s(\mathbf k-\mathbf k')$, whose derivative with respect to $E'$ is $-1+\mathbf v_s\cdot\hat{\mathbf k}'/v'$. Here $\mathbf v_s=\nabla_{\mathbf q}\omega_s$ and $v'=k'/m$. The integrated intensity is divided by the modulus of this derivative.

## Changing the phase convention

In the position convention the plane wave is evaluated at the atom, so that the displacement is proportional to $\boldsymbol\varepsilon_de^{i\mathbf q\cdot(\mathbf R+\mathbf d)}$. The physical displacement is the same, hence

$$\mathbf e_d=\boldsymbol\varepsilon_d\,e^{i\mathbf q\cdot\mathbf d}. \tag{15}$$

Substitute this into (12) and (14), using the momentum condition of each process:

$$\begin{aligned}\text{creation:}\quad&\mathbf e_d^*e^{i\mathbf Q\cdot\mathbf d}=\boldsymbol\varepsilon_d^*e^{i(\mathbf Q-\mathbf q)\cdot\mathbf d}=\boldsymbol\varepsilon_d^*e^{i\mathbf G\cdot\mathbf d},\\\text{annihilation:}\quad&\mathbf e_de^{i\mathbf Q\cdot\mathbf d}=\boldsymbol\varepsilon_de^{i(\mathbf Q+\mathbf q)\cdot\mathbf d}=\boldsymbol\varepsilon_de^{i\mathbf G\cdot\mathbf d}.\end{aligned} \tag{16}$$

The exponential is therefore $e^{i\mathbf Q\cdot\mathbf d}$ with cell-convention eigenvectors and $e^{i\mathbf G\cdot\mathbf d}$ with position-convention eigenvectors. The dynamical matrix identifies the convention: the force constant joining atom $d$ to atom $d'$ in a cell displaced by $\mathbf R$ is multiplied by $e^{i\mathbf q\cdot\mathbf R}$ in the first case, and by $e^{i\mathbf q\cdot(\mathbf R+\mathbf d'-\mathbf d)}$ in the second.

In the position convention, $\mathbf G$ must belong to the $\mathbf q$ at which the vector was computed. Since $e^{i\mathbf G'\cdot\mathbf R}=1$, the vectors $\mathbf e_d$ can be kept unchanged when $\mathbf q\to\mathbf q+\mathbf G'$, whereas (15) then requires $\boldsymbol\varepsilon_d\to\boldsymbol\varepsilon_de^{-i\mathbf G'\cdot\mathbf d}$. In particular, if $\boldsymbol\varepsilon_d$ is computed for creation at $\mathbf q=\mathbf Q$ itself, then $\mathbf G=0$ and the exponential is 1.

A mismatch is not revealed by adding $|F_s|^2$ over the branches. Completeness, $\sum_se_{d\alpha}e^*_{d'\beta}=\delta_{dd'}\delta_{\alpha\beta}$, removes all cross terms between atoms:

$$\sum_s|F_s|^2=Q^2\sum_d\frac{b_d^2e^{-2W_d}}{M_d}. \tag{17}$$

A wrong phase attached to each atom, or an omitted conjugate, leaves this sum unchanged. The error can at most redistribute $|F_s|^2$ among the branches. The sum of the intensities is not protected in this way, because the factor $(n_s+1)/(2\omega_s)$ in (11) differs from branch to branch. Symmetry can hide one of these errors, the omitted conjugate in the position convention: when the cell is primitive and every atom lies on an inversion centre, inversion through atom $d$ sends each atom $d'$ to a lattice translate of itself. The factors $e^{\pm i\mathbf q\cdot(\mathbf R+\mathbf d'-\mathbf d)}$ then occur in pairs with equal force constants, the position-convention dynamical matrix is real, $\boldsymbol\varepsilon_d$ can be chosen real, and omitting its conjugate changes nothing. This argument does not cover a wrong exponential or an omitted conjugate on $\mathbf e_d$, which in general still change the branch values in such a crystal.

For acoustic modes with $\mathbf q\to0$, all atoms move together, so $\boldsymbol\varepsilon_d\to\sqrt{M_d/M_c}\,\hat{\boldsymbol\epsilon}_s$ with $M_c=\sum_dM_d$. Summing over the three orthonormal polarizations gives

$$\sum_{s\in\text{ac}}|F_s|^2\to\frac{Q^2}{M_c}\Big|\sum_db_de^{-W_d}e^{i\mathbf G\cdot\mathbf d}\Big|^2. \tag{18}$$

Long-wavelength acoustic scattering thus carries the Bragg structure factor of the nearby reciprocal lattice point. The two conventions merge here because $e^{i\mathbf q\cdot\mathbf d}\to1$.

## A two-atom model crystal

Consider a cubic cell of edge $a=8$ bohr with atoms at fractional positions $(0,0,0)$ and $(0.40,0.45,0.30)$. Their masses are 20000 and 50000 electron masses, and their scattering lengths are $1.2\times10^{-4}$ and $0.8\times10^{-4}$ bohr. Every pair of atoms at a distance $r<9$ bohr is joined by a model spring with longitudinal constant $0.04\,e^{-(r-5)/1.5}$ hartree/bohr$^2$ ($r$ in bohr) and a transverse constant 0.2 times as large. The transverse springs make a rigid rotation cost energy, so these force constants define a harmonic test model and do not represent a relaxed real crystal; the formulas above do not rely on rotational invariance. The periodic crystal has $4\times4\times4=64$ cells at $T=0.001$ hartree. In units of $2\pi/a$, take $\mathbf q=(0.25,0.25,0)$ and $\mathbf G=(2,0,1)$, so $Q=1.944$ bohr$^{-1}$. The Debye–Waller factors $e^{-W_d}$ are 0.9545 and 0.9590. These belong to the 64-cell crystal: the sum (10) converges slowly with size, and for $32^3$ cells the factors fall to 0.948 and 0.952, which lowers the weights below by about 1.4%.

Branch 2 has $\omega_s=0.000798$ hartree (21.7 meV) and the largest creation weight of the six. Choose the overall phase so that $\mathbf Q\cdot\mathbf e_1$ is real and positive. Then, in bohr$^{-1}$,

$$\mathbf Q\cdot\mathbf e_1=0.4943,\quad\mathbf Q\cdot\mathbf e_2=0.0534+1.0111i,\quad\mathbf Q\cdot\boldsymbol\varepsilon_2=0.9956+0.1841i .$$

For atom 2, $\mathbf Q\cdot\mathbf d=472.5^\circ$ (equivalent to $112.5^\circ$) and $\mathbf G\cdot\mathbf d=396^\circ$ (equivalent to $36^\circ$). The two conventions give the same phased projection:

$$(0.0534-1.0111i)e^{i112.5^\circ}=(0.9956-0.1841i)e^{i36^\circ}=0.914+0.436i .$$

In atomic units, the terms of (12) are

$$\frac{1.2\times10^{-4}(0.9545)(0.4943)}{\sqrt{20000}}=0.400\times10^{-6},$$

$$\frac{0.8\times10^{-4}(0.9590)}{\sqrt{50000}}(0.914+0.436i)=(0.313+0.150i)\times10^{-6}.$$

The terms and their sum are evaluated from unrounded inputs. The sum is $F_s^+=(0.714+0.150i)\times10^{-6}$, so $|F_s^+|^2=0.532\times10^{-12}$. With $n_s=0.819$, an incident energy of 0.005 hartree and $k'/k=3.931/4.288$, the weight per cell is

$$\frac{3.931}{4.288}\,\frac{1.819\,(0.532\times10^{-12})}{2(0.000798)}=5.56\times10^{-10}\ \text{bohr}^2/\text{sr},$$

or 15.6 mb/sr. Annihilation at the same $\mathbf Q$ has $k'=4.618$ bohr$^{-1}$ and weight 8.2 mb/sr.

The effect of a mismatch on $|F_s|^2$, in units of $10^{-12}$ atomic units, is as follows.

| Branch | Correct | $\mathbf e^*$ with $e^{i\mathbf G\cdot\mathbf d}$ | $\boldsymbol\varepsilon^*$ with $e^{i\mathbf Q\cdot\mathbf d}$ | $\mathbf e$ with $e^{i\mathbf Q\cdot\mathbf d}$ |
|---|---|---|---|---|
| 1 | 0.168 | 0.263 | 0.018 | 0.017 |
| 2 | 0.532 | 0.456 | 0.223 | 0.019 |
| 3 | 0.325 | 0.643 | 0.015 | 0.106 |
| 4 | 0.031 | 0.007 | 0.061 | 0.058 |
| 5 | 1.849 | 1.489 | 2.596 | 2.682 |
| 6 | 0.018 | 0.065 | 0.010 | 0.042 |

Each column adds to 2.923 within rounding, as (17) requires. Omitting the conjugate in the cell convention reduces branch 2 to about 4% of its correct value. The size of such an error depends on which lattice image of an atom is called $\mathbf d$: placing atom 2 at $(-0.60,0.45,0.30)$ leaves the correct column unchanged but alters the three others, and the last entry for branch 2 becomes 0.543. Branch 5 has the largest $|F_s|^2$, but its higher frequency lowers $(n_s+1)/(2\omega_s)$ enough to put its creation weight about 4% below that of branch 2 with $k'/k$ left out. At the incident energy of 0.005 hartree its smaller $k'$ widens the gap to about 18%.

Integrating (4) over all $\omega$ at fixed $\mathbf Q$, with $k'/k$ left out, turns $\int d\omega\,e^{-i\omega t}/2\pi$ into $\delta(t)$. The equal-time correlation function is therefore the total energy-integrated intensity, and it measures the truncation. The term linear in $C$ is the sum of the creation and annihilation weights of all six branches. This one-phonon part is $2.197\times10^{-9}$ bohr$^2$/sr per cell, against $2.279\times10^{-9}$ with the higher powers of $C$ included. The omitted terms are about 3.6% of the latter in the 64-cell crystal. This fraction grows with crystal size, to 4.4% for $8^3$ cells and 4.9% for $32^3$ cells, while the total stays near $2.28\times10^{-9}$.

The numerical check also computes the zero-temperature creation amplitudes from oscillator wavefunctions of the whole 64-cell crystal, without Bloch waves or (7). For branch 2, both routes give $3.473\times10^{-10}$ bohr$^2$/sr per cell, again without $k'/k$.

## Computed values

```
cell edge 8.0 bohr; atom 2 at fractions [0.4  0.45 0.3 ]
masses 20000, 50000 electron masses
scattering lengths 1.20e-04, 8.00e-05 bohr
springs: k = 0.04 exp(-(r-5.0)/1.5) hartree/bohr^2, r in bohr
spring cutoff 9.0 bohr; transverse/longitudinal ratio 0.2
periodic crystal: 64 cells; temperature kT = 0.001 hartree
q, G in units of 2pi/a: [0.25 0.25 0.  ], [2. 0. 1.]
Q = [1.76715 0.19635 0.7854 ] 1/bohr, length 1.94376 1/bohr
Debye-Waller exponents W: 0.04653, 0.04189
factors exp(-W): 0.95453, 0.95897
Q.d, q.d, G.d of atom 2: 472.50, 76.50, 396.00 degrees
branch: omega (hartree), n, |F|^2 (1e-12 a.u.), creation (k'/k left out, bohr^2/sr)
  1: 0.000761  0.8769  0.16813  2.0733e-10
  2: 0.000798  0.8189  0.53195  6.0622e-10
  3: 0.001045  0.5429  0.32548  2.4038e-10
  4: 0.001560  0.2659  0.03089  1.2532e-11
  5: 0.001882  0.1797  1.84933  5.7963e-10
  6: 0.001934  0.1690  0.01753  5.2963e-12
wrong |F|^2 for branches 1 to 6 (1e-12 a.u.):
  cell vectors with exp(iG.d): 0.2628 0.4561 0.6433 0.0070 1.4893 0.0649
  position vectors with exp(iQ.d): 0.0179 0.2230 0.0152 0.0612 2.5961 0.0098
  cell vectors, conjugate omitted: 0.0173 0.0187 0.1055 0.0576 2.6825 0.0417
  position vectors, conjugate omitted: 0.2628 0.4725 0.6360 0.0072 1.4824 0.0623
sum of |F|^2, right and every wrong choice: 2.92330 1e-12 a.u.
strongest branch: 2
Q.e, cell convention (1/bohr): atom 1 +0.4943 -0.0000i, atom 2 +0.0534 +1.0111i
Q.eps, position convention (1/bohr): atom 1 +0.4943 +0.0000i, atom 2 +0.9956 +0.1841i
terms of F, cell (1e-6 a.u.): +0.4004 +0.0000i, +0.3135 +0.1497i
terms of F, position (1e-6 a.u.): +0.4004 -0.0000i, +0.3135 +0.1497i
F, cell and position (1e-6 a.u.): +0.7138 +0.1497i, +0.7138 +0.1497i
incident energy 0.005 hartree; k 4.2880 1/bohr
k' after creation 3.9309, after annihilation 4.6175 1/bohr
phonon energy 0.000798 hartree = 21.72 meV
creation weight per cell 5.5574e-10 bohr^2/sr = 15.562 mb/sr
annihilation weight per cell 2.9390e-10 bohr^2/sr = 8.230 mb/sr
T=0 weight, k'/k left out: wavefunctions 3.47347423e-10 bohr^2/sr
T=0 weight, k'/k left out: formula 3.47347423e-10 bohr^2/sr
equal-time one-phonon part 2.1974e-09 bohr^2/sr per cell
equal-time one- plus multiphonon part 2.2789e-09 bohr^2/sr per cell
acoustic sum of |F|^2 near G: 1.48779 1e-12 a.u.
its Bragg-factor limit: 1.48778 1e-12 a.u.
box-counted / predicted cross-section: 0.99561
```
